\section*{The Zerbst relation for a pulsed MOS capacitor}

A leakage calculation for a silicon device needs a generation lifetime, and the recovery of a pulsed MOS capacitor can supply one. The decision is which feature of the measured curve to use. The total recovery time mixes bulk generation, surface generation, doping and oxide thickness. A suitable plot of the same data separates a slope, which carries the bulk lifetime, from an intercept. Whether these two numbers may be entered directly into the leakage calculation depends on how the plot's straight line arises.

Consider a uniform p-type substrate with acceptor density $N$, permittivity $\epsilon_s$ and intrinsic carrier density $n_i$. The oxide capacitance per area is $C_{\rm ox}$, and all charges and capacitances below are per area. At $t=0$ the gate is stepped from flat band to a positive voltage $V$, measured from flat band, and held there. Holes leave the surface quickly, but electrons must be generated thermally. The depletion layer therefore starts wider than its equilibrium width and shrinks as electrons accumulate at the interface.

Let $W$ be the depletion width and let $Q_n\ge0$ be the magnitude of the electron charge. In the depletion approximation the charge density is $-qN$ for $0<x<W$ and zero beyond. Its field, which vanishes at $x=W$, is $qN(W-x)/\epsilon_s$, and integration gives a semiconductor voltage $qNW^2/(2\epsilon_s)$. If the electrons form a thin sheet at the interface, the positive gate charge is $Q_g=qNW+Q_n$, and the oxide voltage is $Q_g/C_{\rm ox}$. Hence
\begin{equation}
V=\frac{qNW^2}{2\epsilon_s}+\frac{qNW+Q_n}{C_{\rm ox}} .
\label{balance}
\end{equation}
Trapped charge at the interface is taken not to change during the transient, and no charge crosses the oxide.

The capacitance is measured with a probe signal slow enough for holes to follow at the depletion edge, but too fast for generation to change $Q_n$. A small gate change $\delta V$ then gives $\delta Q_g=qN\,\delta W$, while (\ref{balance}) gives
\[
\delta V=\left(\frac{qNW}{\epsilon_s}+\frac{qN}{C_{\rm ox}}\right)\delta W .
\]
Dividing $\delta V$ by $\delta Q_g$ yields
\begin{equation}
\frac1C=\frac1{C_{\rm ox}}+\frac{W}{\epsilon_s},
\qquad
y\equiv\frac{C_{\rm ox}}C=1+\frac{C_{\rm ox}W}{\epsilon_s}.
\label{cap}
\end{equation}
The capacitance is thus a direct reading of the width.

Now differentiate (\ref{balance}) in time at constant $V$ and multiply by $C_{\rm ox}$:
\begin{align}
0&=\frac{qNC_{\rm ox}W}{\epsilon_s}\frac{dW}{dt}
+qN\frac{dW}{dt}+\frac{dQ_n}{dt},\nonumber\\
\frac{dQ_n}{dt}&=-qN\left(1+\frac{C_{\rm ox}W}{\epsilon_s}\right)\frac{dW}{dt}
=-qN\,y\,\frac{dW}{dt}.
\end{align}
From (\ref{cap}), $dW/dt=(\epsilon_s/C_{\rm ox})\,dy/dt$. Since $y\,dy/dt=\tfrac12\,d(y^2)/dt$,
\begin{equation}
\frac{dQ_n}{dt}=-\frac{qN\epsilon_s}{2C_{\rm ox}}\frac{d}{dt}
\left(\frac{C_{\rm ox}}C\right)^2 .
\label{charge}
\end{equation}
This is where the square comes from. More than one electron must arrive for each ionized acceptor removed from the depletion layer, because removing depletion charge lowers the semiconductor voltage and the oxide must take up the difference, which requires a larger total charge. The number of electrons per acceptor is $y$, and integrating a factor $y$ produces $y^2$. So far nothing has been assumed about the source of the electrons.

For generation through one trap level, the Shockley--Read--Hall net generation rate is
\begin{equation}
G=\frac{n_i^2-pn}{\tau_p(n+n_1)+\tau_n(p+p_1)},\qquad
n_1=n_ie^{e_t},\quad p_1=n_ie^{-e_t},
\label{srh}
\end{equation}
where $e_t$ is the trap energy above midgap in units of $kT$, and $\tau_n,\tau_p$ are the capture lifetimes. Where $n$ and $p$ are both negligible,
\begin{equation}
G=\frac{n_i^2}{\tau_pn_1+\tau_np_1}=\frac{n_i}{\tau_g},\qquad
\tau_g=\tau_pe^{e_t}+\tau_ne^{-e_t}.
\label{taug}
\end{equation}
This defines the generation lifetime. It differs from the recombination lifetime: for a few excess electrons in the neutral p-type bulk, where $p\simeq N$ greatly exceeds $n_1$ and $p_1$, (\ref{srh}) gives decay in a time $\tau_n$. With $\tau_n=\tau_p=5.0\ \mu$s, a midgap trap has $\tau_g=10.0\ \mu$s, while a trap 0.1 eV above midgap has $\tau_g=239\ \mu$s. The recombination lifetime is close to 5 $\mu$s in both cases.

The remaining question is over what width the rate $n_i/\tau_g$ acts. It cannot be all of $W$, since net generation must stop in equilibrium, where a depletion layer of width $W_F$ remains. Zerbst's closure takes the excess width $W-W_F$ and adds a constant surface term:
\begin{equation}
\frac{dQ_n}{dt}=qn_i\left(\frac{W-W_F}{\tau_g}+s\right).
\label{closure}
\end{equation}
Here $s$ is a velocity. Its constancy is an assumption, which fails for the interface under the gate, as shown below. The field sweeps the generated electrons to the interface and the holes towards the bulk, so each pair adds one electron to $Q_n$. Equation (\ref{closure}) is a model, not a consequence of (\ref{srh}), and it is examined below.

With $C_F$ the final capacitance, subtracting two copies of (\ref{cap}) gives
\begin{equation}
W-W_F=\epsilon_s\left(\frac1C-\frac1{C_F}\right)
=\frac{\epsilon_s}{C_F}\left(\frac{C_F}{C}-1\right).
\end{equation}
Insert this in (\ref{closure}), equate the result to (\ref{charge}), and multiply by $2C_{\rm ox}/(qN\epsilon_s)$. The elementary charge cancels throughout and $\epsilon_s$ cancels in the bulk term:
\begin{equation}
-\frac{d}{dt}\left(\frac{C_{\rm ox}}C\right)^2
=\frac{2n_i}{N\tau_g}\frac{C_{\rm ox}}{C_F}\left(\frac{C_F}{C}-1\right)
+\frac{2n_iC_{\rm ox}s}{N\epsilon_s}.
\label{zerbst}
\end{equation}
This is the Zerbst relation. The rate of fall is linear in $C_F/C-1$, and the slope is inversely proportional to $\tau_g$ when $n_i$, $N$ and $C_{\rm ox}/C_F$ are held fixed. For an n-type substrate, donors replace acceptors, holes form the inversion layer and the gate step is negative; with magnitudes used for charge and voltage, the same equation follows.

An error in $C_F$ does not affect the lifetime, provided $N$ is known independently and is not itself derived from $C_F$. With $y_F=C_{\rm ox}/C_F$, the bulk term is $a(y-y_F)$, where $a=2n_i/(N\tau_g)$. The derivative of the fall rate with respect to $y$ is $a$, whatever value is used for $y_F$. A wrong $C_F$, used consistently in the abscissa and in the slope formula, therefore shifts the intercept and leaves $\tau_g$ unchanged.

The relation can also be integrated. Let $b$ be the intercept in (\ref{zerbst}) and set $y_*=y_F-b/a$. Then
\begin{align}
-2y\frac{dy}{dt}&=a(y-y_F)+b=a(y-y_*),\nonumber\\
dt&=-\frac2a\,\frac{y}{y-y_*}\,dy
=-\frac2a\left(1+\frac{y_*}{y-y_*}\right)dy .
\end{align}
Integration from $y_0$ at $t=0$ gives
\begin{equation}
t=\frac2a\left[y_0-y+y_*\ln\frac{y_0-y_*}{y-y_*}\right].
\label{time}
\end{equation}
Two limits show what the terms do. Without surface generation $y_*=y_F$, and close to the end the rate equation becomes $-2y_F\,dy/dt=a(y-y_F)$. The approach is exponential with time constant $2y_F/a=(N/n_i)(C_{\rm ox}/C_F)\tau_g$. The large factor $N/n_i$ turns microseconds into seconds. In the opposite limit, with bulk generation negligible, $y^2=y_0^2-bt$: the square falls linearly in time and the Zerbst plot is horizontal. For any $s>0$ the model reaches $y_F$ in a finite time and would then continue past it, since the surface term does not switch off. Real surface generation also vanishes in equilibrium, so the last part of the transient lies outside the model.

For an example in the regime of lightly doped silicon, take $T=300$ K, $n_i=10^{10}\ {\rm cm^{-3}}$, $N=10^{15}\ {\rm cm^{-3}}$, a 100 nm oxide and $V=10$ V. The trap is at midgap with $\tau_g=10\ \mu$s, and $s=1$ cm/s. The relative permittivities are 11.7 for silicon and 3.9 for the oxide, so $C_{\rm ox}=34.53\ {\rm nF/cm^2}$. The final semiconductor voltage is set to $2(kT/q)\ln(N/n_i)=0.595$ V, the usual threshold of strong inversion. The width then shrinks from 3.309 to 0.877 $\mu$m, and $C_{\rm ox}/C$ falls from $y_0=12.029$ to $y_F=3.925$.

The prefactor is
\[
a=\frac{2\times10^{10}}{10^{15}\times10^{-5}}\ {\rm s^{-1}}=2\ {\rm s^{-1}},
\]
so the slope is $ay_F=7.85\ {\rm s^{-1}}$. The intercept is $b=0.667\ {\rm s^{-1}}$. At $t=5$ s the abscissa is $C_F/C-1=1.2364$, and the relation predicts a fall rate of $7.849\times1.2364+0.667=10.37\ {\rm s^{-1}}$. Integrating (\ref{closure}) numerically in time, with $W$ from (\ref{balance}) and $C$ from the change of gate charge at frozen $Q_n$, gives $10.371\ {\rm s^{-1}}$. At twelve times spread over the transient, the largest relative difference between the numerical fall rate and the line was $9\times10^{-7}$. This tests the algebra, not the closure.

For the recovery time, $y_*=3.925-0.667/2=3.59$ and $2/a=1$ s, so (\ref{time}) gives
\[
t_F=(1\ {\rm s})\left[8.10+3.59\ln\frac{8.44}{0.333}\right]=19.7\ {\rm s}.
\]
About half of this time, after $t=10$ s, is spent at $C_F/C-1$ below 0.59, in the slow approach to the end, where the closure is least reliable. This is a reason to take the lifetime from the slope and not from the recovery time.

To examine the closure, return to (\ref{srh}). Let $u$ be the band bending in units of $kT$, zero in the bulk, and let $v$ be the separation of the hole and electron quasi-Fermi levels in the same units. Both levels are taken as flat across the depletion layer. With $u_F=\ln(N/n_i)$,
\begin{equation}
\frac p{n_i}=e^{u_F-u},\qquad \frac n{n_i}=e^{u-v-u_F},\qquad pn=n_i^2e^{-v}.
\end{equation}
For $v\gg1$ the numerator of (\ref{srh}) is $n_i^2$. Towards the bulk, $n$ is negligible and the denominator is $n_i\tau_g+\tau_np$. The rate has dropped to half of $n_i/\tau_g$ where $\tau_np=n_i\tau_g$. Towards the interface the same happens where $\tau_pn=n_i\tau_g$. Taking logarithms, these edges lie at
\begin{equation}
u_1=u_F-\ln\frac{\tau_g}{\tau_n},\qquad
u_2=v+u_F+\ln\frac{\tau_g}{\tau_p}.
\end{equation}

To convert band bending into distance, use Poisson's equation with acceptors and holes, $u''=(1-e^{-u})/L^2$, where $L^2=\epsilon_skT/(q^2N)$. Multiplying by $u'$ and integrating from the bulk, where $u=u'=0$, gives
\[
\tfrac12L^2(u')^2=u+e^{-u}-1\simeq u-1\qquad(u\gg1).
\]
Thus the distance element is $L\,du/\sqrt{2(u-1)}$. Replacing the smooth ends of the generation region by sharp edges at half rate, the effective width is
\begin{equation}
W_g=L\int_{u_1}^{u_2}\frac{du}{\sqrt{2(u-1)}}
=\sqrt2\,L\left(\sqrt{u_2-1}-\sqrt{u_1-1}\right).
\label{wg}
\end{equation}

The depletion layer itself extends further at both ends. Strong inversion begins where $n=N$, at $u=v+2u_F$. If further bending falls within the thin electron layer, $W\simeq\sqrt2L\sqrt{v+2u_F-1}$. Differentiating both widths with respect to $v$ gives
\begin{equation}
\frac{dW_g}{dW}\simeq\sqrt{\frac{v+2u_F-1}{u_2-1}} .
\end{equation}
For a midgap trap with equal capture lifetimes, $u_2=v+u_F+\ln2$, and the ratio exceeds one at this doping. It tends to one as $v$ grows. At large splitting, therefore, $W_g$ and $W-W_F$ differ by a slowly varying length, part of which enters the intercept. This requires a thin electron layer, which is absent at the start of the transient. There the bending beyond the onset of inversion is spread over about $kT/qF\simeq5$ nm per unit of $u$, with $F$ the surface field, and changes quickly with $Q_n$. This adds roughly $(kT/qF)\,qNy/Q_n$ to the ratio, about 5\% at $10^{11}$ electrons per ${\rm cm^2}$. At smaller splitting the true slope is steeper than in (\ref{zerbst}), and a fit returns too short a lifetime.

The size of this effect was found from a fuller calculation for the same capacitor without surface generation. It keeps mobile electrons in Poisson's equation, integrates the complete rate (\ref{srh}) less its very small value in the neutral bulk, and obtains $C$ at fixed total electron number. For splittings from 0.52 to 7.24 V and both trap levels, (\ref{wg}) agreed with the integrated rate within 0.7\%. Over the same range, (\ref{charge}) held within 3\% and (\ref{cap}) within 1.6\%.

At a splitting of 4 V, $W_g=1.785\ \mu$m while $W-W_F=1.531\ \mu$m. The missing 0.25 $\mu$m, divided by $\tau_g$, acts like a surface velocity of 2.5 cm/s. A straight-line fit for splittings from 1.29 to 6.46 V divides this excess between slope and intercept: it returns $\tau_g=9.33\ \mu$s instead of 10 $\mu$s, and $s=1.46$ cm/s where there is no surface generation at all. The squared correlation coefficient is 0.99998, so a straight plot does not establish that the closure is accurate. In this example an apparent $s$ of order 1 cm/s cannot be assigned to the surface.

The 7\% error in lifetime can be partly accounted for. Between the ends of the fit, the width formulas give the ratio of the changes in $W_g$ and $W$ as
\[
\frac{\sqrt{6.75}-\sqrt{1.58}}{\sqrt{7.03}-\sqrt{1.86}}=1.04,
\]
where the numbers under the roots are $u_2-1$ and $v+2u_F-1$ converted to volts. The remaining 3\% is not accounted for by these formulas. For the trap 0.1 eV above midgap the fit gives 226 $\mu$s against a true 239 $\mu$s, an error of 6\%. The inverse dependence on $\tau_g$ thus survives a 24-fold change of lifetime with little change in the relative error.

These parameters are rough values for silicon, and a lifetime of 10 $\mu$s is short for clean material, where milliseconds can be reached. With $\tau_g=1$ ms and everything else in the example fixed, the slope falls to $0.078\ {\rm s^{-1}}$ but the intercept stays at $0.667\ {\rm s^{-1}}$, so the constant surface term dominates in the model. The surface-only limit then bounds the model's recovery time from above by $(12.029^2-3.925^2)/0.667\simeq194$ s.

A real interface under the gate does not behave this way. Electrons that collect there suppress generation through interface traps, just as a large $n$ suppresses (\ref{srh}). For midgap traps with equal capture velocities, the rate is halved once the electron density at the interface reaches $2n_i$. At the initial field of 0.051 MV/cm the electron sheet is about $kT/q$ divided by the field, or 5 nm, thick. Only about $10^4$ electrons per ${\rm cm^2}$ are then needed. The steady bulk generation rate would supply them in well under 1 $\mu$s at $\tau_g=10\ \mu$s, and in about 4 $\mu$s at 1 ms. Traps that start out filled with holes must first emit a hole before they can emit an electron, which lengthens these times to roughly 20 $\mu$s and 0.1 to 0.2 ms, respectively, for a capture cross-section of $10^{-15}\ {\rm cm^2}$ and a thermal velocity of $10^7$ cm/s. That is still negligible beside a recovery lasting seconds. The interface under the gate therefore contributes almost nothing to the measured curve, and a real recovery can last much longer than the bound.

Field-assisted emission from traps, neglected so far, can change the extracted lifetime appreciably. The initial peak field is 0.051 MV/cm. For a trap that attracts the carrier it emits, the Coulomb barrier is lowered by up to 0.050 eV, about twice $kT$. Averaged over emission directions, and applied to one of two equally slow emission steps, this raises the local generation rate by a factor of 1.43. For a neutral trap, a semiclassical estimate of tunnelling through the triangular barrier, with a rough mass of 0.25 electron masses, gives a factor of 1.67, but this estimate is outside its range: the dominant tunnelling depth, $0.06\,kT$, is far below the energy scale $[(q\hbar F)^2/2m]^{1/3}\simeq0.6\,kT$ set by the field $F$. Weighting the exact density of states at a point-like trap in a uniform field with the Boltzmann factor gives $\exp[(q\hbar F)^2/(24m(kT)^3)]\simeq1.02$ instead. The field at a given distance from the depletion edge does not depend on $W$, so widening the layer adds material at the peak field. The peak-field factor therefore multiplies the initial local slope, and for the charged trap a lifetime read there would be about 0.7 of its low-field value. A smaller gate step reduces this error but brings the fit closer to equilibrium, where the closure is worse.

Temperature matters as well: $n_i$, and with it the slope at fixed $\tau_g$, changes by about 8\% per kelvin. Other estimates for this capacitor are small. Diffusion from the neutral bulk supplies about $10^{-3}$ of the initial generation current, and avalanche multiplication and tunnelling through a defect-free oxide are negligible. In a triangular-well estimate, the lowest quantum state of the final electron layer has a mean distance of 2.1 nm from the interface, equivalent to 0.7\% of the oxide thickness. At 300 K this state holds only about a third of the electrons; a self-consistent solution with all subbands gives a mean distance near 6 nm, or 2\%, part of which is already present in the classical layer of the fuller calculation. The electron density at the interface finally reaches 0.42 of the effective band density, so the nondegenerate statistics of the fuller calculation are only approximate there. The numerical output lists the values behind these estimates.

The gate must also be wide. Beyond the edge of a round gate of diameter $d$, the depletion layer spreads sideways by a distance comparable with $W$, taken here as $W$, and exposes a ring of surface that the electrons do not screen. If this surface generates with velocity $s_0$, the ring area $\pi dW$ divided by the gate area $\pi d^2/4$ adds about $4s_0W/d$ to the bracket in (\ref{closure}). This term grows with $W$, so it enters the slope and, within the closure (\ref{closure}), lowers the apparent lifetime to $\tau_g/(1+4s_0\tau_g/d)$. For $d=1$ mm and $s_0=10$ cm/s the loss is 0.4\% at $\tau_g=10\ \mu$s, but 29\% at 1 ms. Bulk generation in the sideways depletion region and its fringe capacitance are neglected here; the former alone adds about $2\pi W/d$, up to 2\%, to the slope, which at 10 $\mu$s exceeds the surface loss. A sideways spread of only $0.6W$ would reduce the latter to 19\%.

For a leakage calculation, then, the slope taken well away from equilibrium, but past the start of the transient, gives a usable $\tau_g$ if temperature and doping are known, field-assisted emission is weak and $4s_0\tau_g/d$ is small. The intercept should not be entered as the generation velocity of the interface under the gate, which is screened almost from the start. It also contains part of the width mismatch, which in the fit above for a midgap trap amounts to about $0.15\ \mu{\rm m}/\tau_g$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T = 300 K, kT/q = 0.02585 V
N = 1.0e+15 cm^-3, ni = 1.0e+10 cm^-3
relative permittivities: Si 11.7, oxide 3.9
oxide = 100 nm, gate step from flat band = 10.0 V
tau_n = tau_p = 5.0 us, tau_g = 10.0 us
surface generation velocity s = 1.0 cm/s
Cox = 34.53 nF/cm^2
final surface potential (model A) = 0.5953 V
W: initial 3.309 um, final 0.877 um
C/Cox: initial 0.0831, final 0.2548
Cox/C: initial 12.029, final 3.925
Zerbst slope = 7.849 1/s
Zerbst intercept = 0.667 1/s
time to reach CF in model A = 19.71 s
model A: t (s), C/Cox, CF/C-1, fall rate of (Cox/C)^2 (1/s)
    0.5  0.0856  1.9761  16.178
    2.0  0.0938  1.7169  14.143
    5.0  0.1139  1.2364  10.371
   10.0  0.1608  0.5845  5.255
   15.0  0.2168  0.1753  2.042
model A fit: tau_g 10.000 us, s 1.000 cm/s
largest relative error, line = 9.1e-07
largest relative error, time formula = 7.1e-08
model B, no surface generation, splitting 0.52 to 7.24 V:
  width-capacitance deviation up to 1.58 %
  charge-balance deviation up to 3.00 %
  W_g formula deviation up to 0.66 %
model B final Cox/C = 4.023
at 4 V splitting: W_g = 1.785 um
at 4 V splitting: W - W_F = 1.531 um
model B fit range: splitting 1.29 to 6.46 V
midgap trap: true tau_g 10.00, fit 9.33 us
midgap trap: false s = 1.46 cm/s, R^2 = 0.99998
0.1 eV trap: true tau_g 239.4, fit 226.0 us
0.1 eV trap: false s = 0.123 cm/s, R^2 = 0.99998
tau shift on doubling mesh = 2.6e-07 us
peak Si field = 0.0512 MV/cm, oxide = 0.940 MV/cm
initial generation current = 40.55 nA/cm^2
avalanche integral = 3.2e-10
oxide tunnelling current = 2.8e-106 A/cm^2
bulk diffusion / initial generation = 1.0e-03
charged-trap barrier lowering at peak field = 0.0502 eV
charged-trap generation factor at peak field = 1.43
trap tunnelling, added fraction at peak = 0.67
change of ni and slope with T = 8.2 % per K
final surface n / band density 2.8e19 = 0.42
quantum centroid = 2.12 nm
centroid as oxide thickness share = 0.71 %
\end{verbatim}
